# Why flexural phonons reshape a nanotube's heat capacity but not its conductance

## What dimensions allow

Take one phonon branch of a long tube, with $\omega=Ak^p$, where $k$ is the wavenumber along the axis. The tube is harmonic. Energy, temperature, length and time count as independent units here, because mass and stiffness enter only through $A$.

At temperature $T$ the constants give one rate, $k_BT/\hbar$, and one wavenumber, $k_T=(k_BT/\hbar A)^{1/p}$. The heat capacity per length, $C$, has the unit of $k_B$ divided by a length. It must therefore be

$$C\propto k_B k_T\propto T^{1/p}.$$

The ballistic conductance $G$ is heat current divided by temperature difference. Without scattering or reflection it does not depend on the tube's length. Its unit, W/K, is that of $k_B$ times a rate, with no length in it. Since $A$ is the only quantity here that contains a length, it cannot appear:

$$G\propto k_B\,\frac{k_BT}{\hbar}.$$

A quadratic branch, $p=2$, thus has $C\propto T^{1/2}$ and $G\propto T$. A linear branch has $C\propto T$ and $G\propto T$. The argument works branch by branch. A tube has branches of both kinds, so its total heat capacity is a sum of two powers, and their weights have to be calculated.

## The four branches

A free tube can be moved along three directions and turned about its axis without storing energy. Four branches therefore start at zero frequency. Slow stretching gives $\omega=v_Lk$, and slow twisting gives $\omega=v_tk$. The other two are bending waves in the two transverse directions.

Let $w(z,t)$ be the transverse displacement. A uniform slope $\partial w/\partial z$ is a small rigid rotation and costs nothing in an unstressed tube. The energy starts with the curvature $w''$. At distance $y$ from the neutral plane the axial strain is $-yw''$, so with Young's modulus $E$ the energy per length is

$$\tfrac12E\int y^2\,dA\,(w'')^2=\tfrac12EI(w'')^2 .$$

The kinetic energy per length is $\tfrac12\varrho A_w\dot w^2$, with density $\varrho$ and wall cross-section $A_w$. Varying the action, with two integrations by parts, gives $\varrho A_w\ddot w=-EIw''''$. For a plane wave,

$$\omega=ak^2,\qquad a=\sqrt{\frac{EI}{\varrho A_w}}=v_L\sqrt{\frac{I}{A_w}} ,\qquad v_L^2=\frac E\varrho .$$

For a thin tube of radius $R$, $I/A_w$ is the mean of $R^2\sin^2\theta$, which is $R^2/2$. Hence $a=v_LR/\sqrt2$, and the wall thickness drops out.

This was tested on tubes of point masses and springs, diagonalized from their force constants. With four masses per cell, doubling a small $k$ multiplies the four frequencies by 4, 4, 2 and 2. A tube with 24 masses around a stiffly braced ring gives $a/(v_LR/\sqrt2)=0.993$ at $k=0.01$ per cell length, and 0.994 as $k\to0$.

The worked example is a suspended, undoped semiconducting carbon nanotube with rough typical values: $R=0.68$ nm, $v_L=20$ km/s, $v_t=13$ km/s and length 10 µm. Then

$$a=\frac{(2.0\times10^4)(0.68\times10^{-9})}{\sqrt2}=9.62\times10^{-6}\ \mathrm{m^2/s}.$$

## Heat stored: the flexural part

With $x=\hbar\omega/k_BT$, an oscillator has thermal energy $\hbar\omega/(e^x-1)$. Since $dx/dT=-x/T$, its heat capacity is $k_Bc(x)$, with

$$c(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

Allowed wavenumbers are spaced by $2\pi/L$ in a long tube of length $L$, and both signs of $k$ store energy. For one flexural branch,

$$C_1=k_B\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,c(x)=\frac{k_B}{\pi}\int_0^\infty dk\,c(x).$$

From $x=\hbar ak^2/k_BT$ follows $k=k_T\sqrt x$, with $k_T=\sqrt{k_BT/\hbar a}$, and $dk=\tfrac12k_Tx^{-1/2}dx$. Therefore

$$C_1=\frac{k_Bk_T}{2\pi}\int_0^\infty\frac{x^{3/2}e^x}{(e^x-1)^2}\,dx .$$

The expansion $e^x/(e^x-1)^2=\sum_{m\ge1}me^{-mx}$ gives, for $s>1$,

$$\int_0^\infty\frac{x^se^x}{(e^x-1)^2}dx=\sum_m m\,\frac{\Gamma(s+1)}{m^{s+1}}=\Gamma(s+1)\zeta(s).$$

Here $s=3/2$, and the value is 3.4727. The two flexural branches together give

$$C_{\rm flex}=\frac{k_B}{\pi}\,\Gamma(\tfrac52)\,\zeta(\tfrac32)\sqrt{\frac{k_BT}{\hbar a}} .$$

At 1 K the flexural group velocity at $x=1$ is $2ak_T=2244$ m/s, so $k_T=2244/(2\times9.617\times10^{-6})=1.167\times10^8\ \mathrm{m^{-1}}$. Then

$$C_{\rm flex}=\frac{1.381\times10^{-23}}{\pi}(3.4727)(1.167\times10^8)=1.78\ \mathrm{fJ/(K\,m)}.$$

## Heat stored: the linear part

For $\omega=vk$, $dk=(k_BT/\hbar v)\,dx$. The integral now has $s=2$ and equals $\Gamma(3)\zeta(2)=\pi^2/3$. Adding the two linear branches,

$$C_{\rm lin}=\frac{\pi k_B^2T}{3\hbar}\left(\frac1{v_L}+\frac1{v_t}\right).$$

At 1 K this is 0.24 fJ/(K m), and the total is 2.02 fJ/(K m), or 0.62 J/(kg K).

The square root is the leading term as $T\to0$, but it is approached slowly, because $C_{\rm lin}/C_{\rm flex}$ itself falls only as $\sqrt T$. The local exponent, $d\ln C/d\ln T$, is the average of $\tfrac12$ and 1 weighted by the two parts:

$$\frac{\frac12C_{\rm flex}+C_{\rm lin}}{C_{\rm flex}+C_{\rm lin}}=\frac{0.890+0.240}{2.021}=0.56\quad\text{at 1 K}.$$

| $T$ (K) | $C_{\rm flex}$ (fJ/(K m)) | $C_{\rm lin}$ (fJ/(K m)) | exponent | $G$ (pW/K) |
|---|---|---|---|---|
| 0.25 | 0.890 | 0.060 | 0.53 | 0.946 |
| 1 | 1.781 | 0.240 | 0.56 | 3.786 |
| 4 | 3.561 | 0.961 | 0.61 | 15.14 |

The table counts only the four gapless branches. At 4 K this is no longer enough for the heat capacity: with the ovalization branches described below, the exponent of the whole tube is about 1.1, not 0.61. Extrapolated, the two parts in the table would be equal at 55 K. That lies outside the model, since other branches enter well below it.

## Heat carried

Join the tube to two reservoirs through contacts that reflect nothing. Right-moving phonons carry the occupation $n$ of the left reservoir, left-moving ones that of the right. For a small temperature difference, the conductance of one branch sums energy times velocity over one direction of travel:

$$G_1=\int_0^\infty\frac{dk}{2\pi}\,\hbar\omega\,\frac{d\omega}{dk}\,\frac{\partial n}{\partial T}
=\frac1{2\pi}\int_0^\infty d\omega\,k_Bc(x).$$

The velocity has turned $dk$ into $d\omega$, and the dispersion has disappeared. With $d\omega=(k_BT/\hbar)dx$ and $\int_0^\infty c\,dx=\pi^2/3$,

$$G_1=\frac{k_B^2T}{2\pi\hbar}\,\frac{\pi^2}{3}=\frac{\pi^2k_B^2T}{3h},\qquad G=4G_1 .$$

These limits hold because each branch rises steadily from zero frequency to far above $k_BT/\hbar$. Numerically $G_1/T=0.9464$ pW/K², so $G=3.79$ pW/K at 1 K. Below, $G_1$ is called one quantum of conductance.

The same cancellation can be read in frequency. Counting both signs of $k$, a branch has $g(\omega)=1/(\pi v)$ states per length and frequency. Half of them move right, and they pass a given point at the rate

$$\tfrac12\,g\,v=\frac1{2\pi}.$$

For flexure $v=2\sqrt{a\omega}$, so states crowd together at low frequency as $\omega^{-1/2}$, while their speed falls as $\omega^{1/2}$. The heat capacity asks how many modes are present in a length of tube. The conductance asks how many arrive at its end per second. Slow modes are numerous inside the tube because each takes long to leave it.

The example shows both factors. From 0.25 K to 1 K, at fixed $x=1$, the flexural speed rises from 1122 to 2244 m/s, and the states per branch fall from $2.84\times10^{-4}$ to $1.42\times10^{-4}$ s/m. The thermal frequency window becomes four times wider. Stored heat capacity gains $4\times\tfrac12=2$; conductance gains 4.

The model tube confirms this without assuming a dispersion. Its heat capacity and conductance, summed over all branches with velocities taken from the eigenvectors, agree with the two laws to 0.03 % or better. Here $k_BT=2\times10^{-4}$ in units where $\hbar$, the masses and the axial spring constants are 1.

## Changing the dispersion: tension

If the quadratic branch is the cause of the square root, removing it should change $C$ and leave $G$ alone. Tension does this. A tube under axial force $F$ has the additional energy $\tfrac12F(w')^2$ per length, because a slope now works against the force. The equation of motion gains $+Fw''$. With $F=EA_w\varepsilon$ for strain $\varepsilon$, $F/\varrho A_w=v_L^2\varepsilon$ and

$$\omega^2=a^2k^4+v_L^2\varepsilon k^2 .$$

At small $k$ the flexural branches are linear, with speed $v_L\sqrt\varepsilon$, and at low enough temperature all of $C$ becomes proportional to $T$.

In the model tube, a tension of 0.01 in each axial spring line has this effect. When $T$ doubles, $C$ grows by a factor of 1.99, against 1.43 in the free tube. At the same temperature $C$ drops to 0.217 of its free value, because the flexural waves are faster and fewer of them are present. The conductance is four quanta in both cases, to four digits.

For the nanotube, the two terms are equal at $k=v_L\sqrt\varepsilon/a$. The bending term alone then gives $ak^2=v_L^2\varepsilon/a$, which sets a crossover temperature $\hbar v_L^2\varepsilon/(ak_B)$. A trial strain of $10^{-4}$ puts it at 32 mK. That strain lowers $C_{\rm flex}$ by 1.2 % at 0.25 K and by 0.3 % at 1 K. The near-square-root law thus survives weak tension well above the crossover. The crossover temperature is proportional to the strain: at a strain of $10^{-2}$ it is 3.2 K, and the exponent of the four branches together at 1 K is 0.75 instead of 0.56.

## Removing low frequencies: a substrate

A tube attached along its length to a rigid support is no longer free to translate. In the simplest picture each mass has a spring to the ground, and all four branches start at some $\omega_0>0$. The cancellation still holds for each frequency in the branch, but the integral now begins at $x_0=\hbar\omega_0/k_BT$. Each quantum is multiplied by

$$f(x_0)=\frac3{\pi^2}\int_{x_0}^\infty c(x)\,dx\approx\frac3{\pi^2}(x_0^2+2x_0+2)e^{-x_0},$$

where the last form uses $c\approx x^2e^{-x}$ for $x_0\gg1$. At $x_0=5$ the full integral is 0.0762, and the model tube with ground springs gives the same. The heat capacity is suppressed exponentially as well, since each remaining oscillator has $x\ge x_0$. Linear conductance therefore does not depend on how a branch rises, as long as it rises steadily from zero through the thermal range, but it does not survive a gap. A real tube touches its support along a line. If it is held only there and can still roll about that line, one branch stays gapless and keeps its full quantum.

## Reflecting contacts

A contact changes the other factor, the transmission. Consider a junction where the stiffness is the same on both sides and the mass per length differs. Let $r=k_2/k_1$ at fixed $\omega$.

For a linear branch, continuity of displacement and force gives $1+b=t$ and $1-b=rt$, with reflected amplitude $b$ and transmitted amplitude $t$. Hence $t=2/(1+r)$. Energy flow is proportional to $k|t|^2$ at fixed frequency and stiffness, so the transmitted fraction is $rt^2=4r/(1+r)^2$.

Flexure also has evanescent waves near the junction. With time factor $e^{-i\omega t}$, the displacement is $e^{ik_1z}+be^{-ik_1z}+ce^{k_1z}$ on the left and $te^{ik_2z}+de^{-k_2z}$ on the right. Displacement, slope, bending moment and shear force are continuous, which means $w$ and its first three derivatives:

$$\begin{aligned}
1+b+c&=t+d, & i(1-b)+c&=r(it-d),\\
-(1+b)+c&=r^2(-t+d), & -i(1-b)+c&=r^3(-it-d).
\end{aligned}$$

Adding the two equations on the left, and then the two on the right, gives two expressions for $2c$:

$$t(1-r^2)+d(1+r^2)=itr(1-r^2)-dr(1+r^2),$$

so $d=-t(1-r)(1-ir)/(1+r^2)$. Subtracting within each pair, and dividing the second result by $i$, gives

$$2(1+b)=t(1+r^2)+d(1-r^2),$$
$$2(1-b)=tr(1+r^2)+idr(1-r^2).$$

Their sum eliminates $b$. Inserting $d$ and using $(1-ir)(1+ir)=1+r^2$,

$$4=t(1+r)\left[(1+r^2)-(1-r)^2\right]=2r(1+r)\,t .$$

Thus $t=2/[r(1+r)]$. The energy density is proportional to $EIk^4|w|^2$ and the speed is $2\omega/k$, so the flow goes as $k^3$. The transmitted fraction is $r^3t^2=4r/(1+r)^2$, the same form as before.

For a mass ratio of 4, linear waves have a wavenumber ratio of 2 and transmit 0.889. Flexural waves have the ratio $4^{1/4}=\sqrt2$ and transmit 0.971. The total is 3.719 instead of 4. A Green-function calculation from the force constants, at frequency 0.003 in model units, also gives 3.719; without the mass step it gives 4.000 at frequencies 0.03, 0.1 and 0.2. The fractions do not depend on frequency in this limit, so $G$ stays linear in $T$ but is 7 % below four quanta.

## The upper edge of the regime

**Shear and rotary inertia.** At larger $k$ the wall also shears. For a thin tube the mean square of the wall shear is half that of the transverse shear, so the shear stiffness for a wave is $\tfrac12\varrho A_wv_t^2k^2$. It acts in series with the bending stiffness $EIk^4$, and their ratio is $v_L^2R^2k^2/v_t^2$. Rotation of the cross-section multiplies the inertia by $1+R^2k^2/2$. In this beam estimate, to leading order in $k^2$,

$$\omega=ak^2(1-\beta k^2),\qquad \beta=\frac{R^2}4\left(1+\frac{2v_L^2}{v_t^2}\right).$$

In the 24-sided tube, with radius equal to the cell length, $\omega/k^2$ drops by about 0.0165 of its value between $k=0.01$ and $0.04$ per cell length; the formula gives 0.0176. Higher orders in $k$ account for only part of the difference; $\beta$ itself is about 3 % too large for this tube. For the nanotube, the form $ak^2/\sqrt{1+2\beta k^2}$, which has the same first correction, raises $C_{\rm flex}$ by 0.4 % at 0.25 K, 1.8 % at 1 K and 7 % at 4 K. This is a beam estimate; a thin shell with the same elastic data gives 1.6 % at 1 K and 6.5 % at 4 K. The entries for $C_{\rm flex}$ in the table carry this error, most of all at 4 K, and the exponent at 1 K rises from 0.56 to 0.57. The conductance of these branches is unaffected.

**Ovalization.** The next branches deform the cross-section. Let the tangential displacement be $q\sin n\theta$. An unstretched circumference requires the radial displacement $u=-nq\cos n\theta$. The curvature changes by $-(u+u'')/R^2$, where primes denote $\theta$: the first term is the change of radius, the second the bending of the line. Since $u+u''=n(n^2-1)q\cos n\theta$, a wall of bending rigidity $D$ and mass per area $\sigma$ has mean energies per area

$$\tfrac14D\,\frac{n^2(n^2-1)^2}{R^4}\,q^2\quad\text{and}\quad\tfrac14\sigma(1+n^2)\,\dot q^2 .$$

Hence

$$\omega_n=\sqrt{\frac D\sigma}\,\frac1{R^2}\,\frac{n(n^2-1)}{\sqrt{n^2+1}} .$$

For $n=1$ this vanishes, as it must for a translation. For $n=2$ the last factor is 2.683; a ring of 120 beads gives 2.682. With a rough $D=1.4$ eV and $\sigma=7.61\times10^{-7}$ kg/m², the threshold is 2.07 meV, or 24 K. The two $n=2$ branches add 1 % to $G$ at 3.5 K and 1.9 % at 4 K, but a negligible amount at 1 K. The rise of $G$ above four quanta thus begins at a few kelvin.

The heat capacity responds more strongly, because these branches are nearly flat just above their threshold and hold many slow modes. A thin-shell estimate with the same elastic data gives an addition to $C$, relative to the four gapless branches of the same shell, of 0.1 % at 2 K, 3 % at 3 K and 12 % at 4 K. The last figure depends strongly on the rough value of $D$: it is about 17 % for $D=1.2$ eV and 9 % for $D=1.6$ eV. The near-square-root regime therefore ends between 2 and 3 K.

## The lower edge, and electrons

**Finite length.** The heat-capacity integrals over $k$ need many modes within $k_BT$. In 10 µm, twist modes are spaced by $\hbar\pi v_t/(Lk_B)=31$ mK and longitudinal modes by 48 mK. In the harmonic model, the lowest flexural mode of a clamped, unstrained tube lies at only 0.016 mK. Thermal bending between fixed ends stretches the tube slightly and raises this mode, but at 30 mK it stays below 0.1 mK. Cooling therefore breaks the continuum description of the linear branches long before that of flexure.

**Electrons.** In the semiconducting tube, with a rough gap of 0.6 eV, half the gap is $870\,k_BT$ at 4 K, so an undoped tube has no relevant thermal carriers. An armchair tube of the same size is metallic and, if its electrons are treated as non-interacting, has four electronic channels, two bands times two spins. Other nominally metallic tubes of this size have a curvature gap of order 10 meV, far above $k_BT$ at 1 K, and need doping to open these channels. For electrons $c$ is replaced by $y^2e^y/(e^y+1)^2$, integrated over energies $yk_BT$ on both sides of the Fermi level. This integral is also $\pi^2/3$, so four ballistic channels add another 3.79 pW/K at 1 K and double $G$. With a rough Fermi speed of 800 km/s they add only 0.5 % to $C$. Fast carriers are sparse in the tube but arrive just as often.

## Beside a real tube

The radius and elastic data are of the usual size for a single-wall carbon nanotube, but are rough. An error of 10 % in $R$ or $v_L$ alone shifts the heat capacity at 1 K by 4 to 5 %. The conductance per gapless branch does not depend on these data. The assumptions most exposed in a device are isolation and reflectionless contacts. Contact with a substrate can remove low-frequency branches, and a gap of $x_0=5$ in all four costs 92 % of $G$. The mass step costs 7 %, but it is one simple junction; the joint between a tube and a bulk electrode was not calculated and may reflect much more. Scattering by defects or other phonons was not sized either, and it would restore a dependence on length. Below the few kelvin at which ovalization sets in, four quanta is thus the upper limit for phonons, while the near-square-root heat capacity needs no good contacts. It does need a tube that is free to bend, under weak tension and, for this example, below about 2 K. The numerical output gives the remaining digits.

## Computed results

```
MODEL TUBE (dimensionless)
omega(2k)/omega(k), four branches: [4. 4. 2. 2.]
C computed/law, free: 1.0002
C computed/law, taut: 1.0001
C(2T)/C(T): free 1.427, taut 1.992
C taut/C free at same T: 0.217
G/(4 quanta): free 1.0000, taut 1.0000
G/(4 quanta), gap 5 kB T: 0.0762, law 0.0762
Green-function transmission, uniform: [4. 4. 4.]
junction, mass ratio 4: total transmission 3.719, law 3.719
  per linear branch 0.8889, per flexural branch 0.9706
a/(v_L R/sqrt2), 24-sided tube: 0.9933
shear drop of omega: computed 0.0166, law 0.0176
ring n=2 factor: beads 2.6821, law 2.6833
NANOTUBE INPUTS (rough typical values)
R 0.68 nm, length 10 um, strain tested 1e-04
v_L 20 km/s, v_t 13 km/s
wall bending rigidity 1.4 eV, C-C bond 0.142 nm
band gap 0.6 eV; metallic twin Fermi speed 800 km/s
NANOTUBE RESULTS
Gamma(5/2) zeta(3/2) = 3.4727
flexural coefficient a = 9.617e-06 m^2/s
wall mass 7.614e-07 kg/m^2, tube mass 3.253e-15 kg/m
conductance quantum / T = 0.9464 pW/K^2
T = 0.25 K: flexural v at x=1 1122 m/s, states per branch 2.837e-04 s/m
  C flexural 0.8904, linear 0.0601, total 0.9504 fJ/(K m)
  total C 0.2921 J/(kg K), local exponent 0.532; G 0.9464 pW/K
  flexural C change: shear +0.44 %, strain -1.17 %; ovalization adds 2.3e-37 % to G
T = 1.0 K: flexural v at x=1 2244 m/s, states per branch 1.418e-04 s/m
  C flexural 1.7807, linear 0.2402, total 2.0210 fJ/(K m)
  total C 0.6212 J/(kg K), local exponent 0.559; G 3.7857 pW/K
  flexural C change: shear +1.76 %, strain -0.30 %; ovalization adds 3.4e-07 % to G
T = 4.0 K: flexural v at x=1 4488 m/s, states per branch 7.092e-05 s/m
  C flexural 3.5614, linear 0.9610, total 4.5224 fJ/(K m)
  total C 1.3901 J/(kg K), local exponent 0.606; G 15.1429 pW/K
  flexural C change: shear +7.22 %, strain -0.07 %; ovalization adds 1.9e+00 % to G
extrapolated T where linear C = flexural C: 54.9 K
ovalization threshold 2.07 meV = 24.1 K
T where ovalization adds 1 % to G: 3.51 K
lowest clamped flexural mode: 0.0164 mK
mode spacing: twist 31.2 mK, longitudinal 48.0 mK
strain crossover: 31.8 mK
half gap/(kB T) at 4 K: 870
metallic twin at 1 K: electrons add 0.47 % to C, 3.7857 pW/K to G
```
